\section*{Dangling-bond states in an sp3 silicon-like slab and their removal}

\section{Problem}

A film is cut from a diamond lattice of cubic constant $5.43$ angstrom, that of silicon. Each atom carries one $s$ and three $p$ orbitals, taken as orthonormal. Electrons hop between nearest neighbours only, spin is ignored, and the atoms stay at their bulk positions. The round parameters, of a size suited to silicon, are
\[
E_s=-7.2,\quad E_p=0,\quad V_{ss}=-1.8,\quad V_{sp}=2.5,\quad V_{\sigma}=4.5,\quad V_{\pi}=-1.1\ \text{eV}.
\]
Here $V_\sigma$ and $V_\pi$ join $p$ orbitals along and across the bond. For the unit vector $\mathbf u$ from atom $A$ to atom $B$, the matrix element from $s_A$ to $p_B$ is $V_{sp}\mathbf u$ and that from $p_A$ to $s_B$ is $-V_{sp}\mathbf u$.

The film has two (111) faces and eight bilayers: 16 atoms per surface cell and a thickness of 22.7 angstrom. Each surface atom has lost one neighbour. Let $\mathbf u_l$, $l=1,\dots,4$, be the bond directions seen from an $A$ atom. The hybrids pointing along the bonds are
\begin{equation}
h_l=\tfrac12\left(s+\sqrt3\,\mathbf p\cdot\mathbf u_l\right)\ \text{on }A,\qquad
g_l=\tfrac12\left(s-\sqrt3\,\mathbf p\cdot\mathbf u_l\right)\ \text{on }B .
\label{hyb}
\end{equation}
A hybrid without a partner is called dangling. Let $P$ project on the dangling hybrids, let $Q=1-P$, and let
\begin{equation}
H(\delta)=H+\delta P .
\end{equation}

(a) Does the bare film, $\delta=0$, have states in the bulk gap? (b) How large must $\delta$ be to clear the gap? (c) What guarantees that no new gap states appear when $\delta$ is large?

\section{First estimate}

\subsection{The bulk gap at the zone centre}

At $\mathbf k=0$ the four hopping matrices simply add. Since $\sum_l\mathbf u_l=0$, the $s$--$p$ terms cancel. Since $\sum_l\mathbf u_l\mathbf u_l^{T}=\tfrac43\mathbf 1$, the $p$--$p$ terms add to
\begin{equation}
\sum_l\left[V_\sigma\mathbf u_l\mathbf u_l^T+V_\pi(\mathbf 1-\mathbf u_l\mathbf u_l^T)\right]
=\tfrac43\left(V_\sigma+2V_\pi\right)\mathbf 1 .
\end{equation}
The levels are therefore $E_s\pm4V_{ss}$ and, three times each, $E_p\pm\frac43(V_\sigma+2V_\pi)$. In rising order they are $-14.4$, $-3.07$ (three times), $0$ and $3.07$ eV (three times). Four electrons per atom fill four bands, so the gap at this point runs from
\begin{equation}
B=E_p-\tfrac43(V_\sigma+2V_\pi)=-3.07\ \text{eV}
\quad\text{to}\quad
A=E_s-4V_{ss}=0 .
\label{edges}
\end{equation}
For the estimate these are taken as the band edges; the exact solution examines the other wavevectors.

\subsection{The energy of a lone hybrid}

A hybrid is one quarter $s$ and three quarters $p$, so its energy is
\begin{equation}
E_h=\tfrac14(E_s+3E_p)=-1.8\ \text{eV}.
\end{equation}
Two hybrids on one atom have $\mathbf u_l\cdot\mathbf u_m=-\frac13$. Their coupling is $\frac14E_s+\frac34E_p(-\frac13)=-V_1$, with $V_1=(E_p-E_s)/4=1.8$ eV. The two hybrids of one bond are coupled by
\begin{align}
\langle h_l|H|g_l\rangle
&=\tfrac14V_{ss}-\tfrac{\sqrt3}4V_{sp}-\tfrac{\sqrt3}4V_{sp}-\tfrac34V_\sigma\equiv-V_2,\\
V_2&=\tfrac14\left(-V_{ss}+2\sqrt3V_{sp}+3V_\sigma\right)=5.99\ \text{eV}.
\end{align}
The first $V_{sp}$ term is $s_A$ to $p_B$, negative because $g_l$ contains $-\mathbf p\cdot\mathbf u_l$. The second is $p_A$ to $s_B$, negative by the hopping convention.

A paired hybrid thus moves by about $\mp6$ eV, out of the gap. A dangling hybrid has no such partner and stays near $-1.8$ eV, inside the gap.

Its neighbours on the same atom correct this picture. Each of the three back bonds has a bonding and an antibonding orbital, $(h\pm g)/\sqrt2$, at $E_h\mp V_2$. Keeping only $V_1$ and $V_2$, the dangling hybrid couples to each with strength $V_1/\sqrt2$ in magnitude. The second-order shift is
\begin{equation}
3\,\frac{V_1^2}{2}\left(\frac1{V_2}-\frac1{V_2}\right)=0 ,
\end{equation}
since the bonding orbital pushes up as much as the antibonding one pushes down. The admixtures do not cancel. The weight left on the dangling hybrid is
\begin{equation}
w\simeq\frac1{1+3V_1^2/V_2^2}=\frac1{1+0.27}=0.79 .
\end{equation}
By the Hellmann--Feynman theorem $dE/d\delta=w$. If $w$ stayed fixed, the level would travel from $-1.8$ eV to $A=0$ at
\begin{equation}
\delta_{\rm est}=\frac{A-E_h}{w}\simeq\frac{1.8}{0.79}=2.3\ \text{eV}.
\label{est}
\end{equation}

\section{Exact solution}

\subsection{A basis of whole bonds}

Let the surface cell contain $N_b$ whole bonds and $N_d$ dangling hybrids. From each whole bond form
\begin{equation}
b=\frac{h+g}{\sqrt2},\qquad a=\frac{h-g}{\sqrt2},
\end{equation}
with the Bloch phase between the two atoms absorbed in $g$. Every hybrid belongs to one bond or dangles, and the hybrids are orthonormal. Hence the $b$, the $a$ and the dangling hybrids $d$ form a complete orthonormal basis of $2N_b+N_d$ states. Here $N_b=31$ and $N_d=2$, giving $64=4\times16$.

In the infinite crystal all bonds are whole. Redefine $B$ as the highest eigenvalue, over all $\mathbf k$, of the bonding block $H_{bb}$, and $A$ as the lowest eigenvalue of the antibonding block $H_{aa}$. The argument below requires
\begin{equation}
A>B .
\label{cond}
\end{equation}

At $\mathbf k=0$ these blocks are easy to find. Inversion through a bond centre exchanges $h_l$ and $g_l$, so $b$ is even and $a$ is odd, and $H$ cannot mix them. The even levels are $s_A+s_B$ at $-14.4$ eV and $\mathbf p_A-\mathbf p_B$ at $-3.07$ eV. The odd levels are $s_A-s_B$ at $0$ and $\mathbf p_A+\mathbf p_B$ at $3.07$ eV. On a mesh of $10\times10\times10$ wavevectors no bonding eigenvalue exceeds $-3.07$ eV and no antibonding eigenvalue falls below $0$. The new $A$ and $B$ therefore agree with (\ref{edges}); that the extrema lie at $\mathbf k=0$ is a numerical finding for these parameters.

\subsection{The film inherits the two bounds}

Take any combination of bonding orbitals of the film and regard it as a vector of the infinite crystal, zero elsewhere. Its energy expectation value is unchanged, because all matrix elements between atoms of the film are the bulk ones. In the crystal this value is an average over the spectrum of $H_{bb}$, so it is at most $B$. The same reasoning for antibonding orbitals gives
\begin{equation}
\max H_{bb}^{\rm film}\le B,\qquad \min H_{aa}^{\rm film}\ge A .
\label{comp}
\end{equation}

Number the film levels from below at fixed surface wavevector. The Courant--Fischer theorem says that level $N$ is no higher than the largest expectation value in any $N$-dimensional space. Choose the space of the $N_b$ bonding orbitals. Since $Pb=0$, the shift does not act there, and
\begin{equation}
E_{N_b}(\delta)\le B\qquad\text{for every }\delta .
\label{lower}
\end{equation}

Now restrict $H$ to the whole-bond space, which gives $QHQ$. The theorem also says that level $N+1$ is no lower than the smallest expectation value in the orthogonal complement of any $N$-dimensional space. Remove the bonding orbitals; the antibonding ones remain, and
\begin{equation}
E_{N_b+1}(QHQ)\ge A .
\label{upper}
\end{equation}

For $\delta\to\infty$ the dangling block separates. $N_d$ levels leave as $\delta$ plus a finite energy, and the others become those of $QHQ$. By (\ref{lower}) and (\ref{upper}) none of these lies between $B$ and $A$. This answers (c): the guarantee is condition (\ref{cond}), together with the fact that every hybrid left behind has its partner. The shape of the body was not used, so the result holds equally for wires and dots made of whole bonds at bulk positions.

The same bounds apply to the bulk, where both are attained at $\mathbf k=0$. So $B$ and $A$ are the bulk band edges, and the protected interval is the whole bulk gap, $3.07$ eV or $0.113$ hartree.

At finite $\delta$, Cauchy interlacing between $H(\delta)$ and its restriction $QHQ$ gives $E_{N_b+N_d+1}(\delta)\ge E_{N_b+1}(QHQ)\ge A$. At most $N_d$ levels can therefore lie in the gap at each surface wavevector.

\subsection{The equation for the gap levels}

Write an eigenstate as $\phi+c$, with $\phi$ in the whole-bond space and $c$ on the dangling hybrids. The two parts of the Schr\"odinger equation are
\begin{align}
H_{QQ}\phi+H_{Qd}c&=E\phi,\\
H_{dQ}\phi+(H_{dd}+\delta)c&=Ec .
\end{align}
In the gap $E-H_{QQ}$ is invertible, so the first line gives $\phi=(E-H_{QQ})^{-1}H_{Qd}c$. Inserted in the second,
\begin{equation}
F(E)c=0,\qquad F(E)=H_{dd}+\delta+\Sigma(E)-E,
\end{equation}
\begin{equation}
\Sigma(E)=H_{dQ}(E-H_{QQ})^{-1}H_{Qd}.
\label{sigma}
\end{equation}
Differentiation gives
\begin{equation}
\frac{dF}{dE}=-1-H_{dQ}(E-H_{QQ})^{-2}H_{Qd}\le-1 .
\end{equation}
Each ordered eigenvalue of the $N_d\times N_d$ matrix $F$ thus falls steadily through the gap and vanishes there at most once.

The gap is clear if $F(A)$ has no negative eigenvalue, because $F(E)$ is then positive for every lower $E$ in the gap. Here $A$ is not an eigenvalue of $H_{QQ}$, whose antibonding levels in the film start above it. At a given surface wavevector the condition is $\delta\ge\delta_c(\mathbf k)$, with
\begin{equation}
\delta_c(\mathbf k)=A-\lambda_{\min}\left[H_{dd}+\Sigma(A)\right].
\label{dc}
\end{equation}
Just below this value a level lies just below $A$. The threshold for the film is the largest $\delta_c(\mathbf k)$.

Diagonalizing $H+\delta_c(\mathbf k)P$ at each of the 144 surface wavevectors used puts level $N_b+1$ at $A$ to within $10^{-7}$ eV. This tests (\ref{dc}) without using the elimination.

\subsection{Numbers for the film}

At $\delta=0$ there are two gap states at every one of the 144 wavevectors, one for each dangling hybrid. They range from $-2.02$ to $-1.13$ eV, with a mean of $-1.73$ eV. On average $0.70$ of their weight sits on the two dangling hybrids, against $0.03$ for a state spread evenly over all 64 orbitals. This answers (a).

Going from 16 to 24 atoms moves the lower end, upper end or mean of the dangling levels by at most $0.031$ eV; at 40 atoms the upper end has moved down by $0.035$ eV, to $-1.16$ eV. At the surface zone centre the two levels of the 16-atom film differ by $0.07$ eV.

For (b), $\delta_c(\mathbf k)$ runs from $2.6$ eV to
\begin{equation}
\delta_c=7.7\ \text{eV}=0.28\ \text{hartree}.
\end{equation}
The maximum lies at the surface zone centre, and a $30\times30$ mesh leaves it unchanged. At that wavevector the value stays at $7.735$ eV for films of 16 to 128 atoms. The shift at which the other dangling level leaves the gap there does depend on thickness, rising from $4.6$ eV at 16 atoms to $7.3$ eV at 128, so the table below belongs to the 16-atom film. The edges of the two groups of levels, taken over all 144 wavevectors, move as follows.

\begin{center}
\begin{tabular}{rrrr}
$\delta$ (eV) & highest $E_{N_b}$ (eV) & lowest $E_{N_b+1}$ (eV) & mean gap states\\
0 & $-3.149$ & $-2.022$ & 2.000\\
2 & $-3.149$ & $-0.634$ & 2.000\\
5 & $-3.149$ & $-0.093$ & 0.007\\
10 & $-3.149$ & $0.033$ & 0.000\\
20 & $-3.149$ & $0.079$ & 0.000\\
50 & $-3.149$ & $0.101$ & 0.000\\
$\infty$ & $-3.149$ & $0.113$ & 0.000
\end{tabular}
\end{center}

Clearing the gap is not the same as reaching the passivated limit. For large $\delta$ the second line of the Schr\"odinger equation gives $c\simeq-H_{dQ}\phi/\delta$. Put into the first line, this adds $-H_{Qd}H_{dQ}/\delta$ to $H_{QQ}$. A nondegenerate level with limiting state $\psi$ therefore obeys
\begin{equation}
E(\delta)=E(\infty)-\frac{C}{\delta}+O(\delta^{-2}),\qquad C=\|PH\psi\|^2 .
\label{tail}
\end{equation}
For the lowest conduction level at the zone centre $C=0.569\ \text{eV}^2$. Diagonalization at $\delta=2000$ eV gives $0.570\ \text{eV}^2$. The correction still matters at moderate $\delta$: in the table the conduction edge at $\delta=20$ eV is $0.034$ eV below its limit.

\section{Comparison}

The estimate places the dangling level at $-1.8$ eV, and the computed mean is $-1.73$ eV. It gives a weight of $0.79$, against $0.70$. The estimate gives a single level, whereas the computed levels spread over $0.9$ eV about a mean close to it.

The threshold fares worse. The estimate of $2.3$ eV is close to the smallest $\delta_c(\mathbf k)$, $2.6$ eV, but is smaller than the film threshold by a factor of $3.4$. The table shows where the difference arises. At $\delta=5$ eV the mean number of gap states is $0.007=1/144$: a single state at a single wavevector. Time reversal pairs $\mathbf k$ with $-\mathbf k$, and the threefold axis makes the three zone-edge midpoints equivalent. A wavevector that stands alone must be the zone centre.

There the conduction-band minimum is close to the dangling level as it rises. Expanding (\ref{sigma}) in eigenstates of $H_{QQ}$, a nondegenerate level at $\varepsilon_1$ adds to $\Sigma(A)$ a matrix of rank one, whose only nonzero eigenvalue is $-C/(\varepsilon_1-A)$. Inversion exchanges the two faces of the film, so at the zone centre the even and odd combinations of the two dangling hybrids do not mix. The term therefore enters one eigenvalue of $H_{dd}+\Sigma(A)$ in full and leaves the other unchanged. The lowest passivated level, $\varepsilon_1=0.113$ eV, lies at the zone centre, where the bulk minimum projects, and it has the parity of the last dangling level to leave the gap. This one term is
\begin{equation}
-\frac{0.569}{0.113}\simeq-5.0\ \text{eV}.
\end{equation}
It accounts for $5.0$ of the $7.7$ eV. Of the remaining $2.7$ eV, $A-E_h$ gives $1.8$ eV and all other levels together give $0.9$ eV. This split belongs to the 16-atom film. The single term is $4.0$ eV for 24 atoms and $0.95$ eV for 128, while $\delta_c$ at the zone centre stays at $7.7$ eV. In thicker films the same total is shared among more conduction levels. The estimate assumed a constant weight $w$, whereas near the edge the state takes on the character of the conduction band. Raising its hybrids then moves it less and less.

\section{Other cases}

\subsection{A (001) surface}

An atom on an ideal (001) face has two dangling hybrids, coupled by $-V_1$. Before other couplings act, they combine into levels at
\begin{equation}
E_h-V_1=\tfrac12(E_s+E_p)=-3.6\ \text{eV},\qquad E_h+V_1=E_p=0 .
\end{equation}
The first is below the gap and the second is at its upper edge, so gap states are not assured at each wavevector. For a film of 16 atoms, $20.4$ angstrom thick, their number, counting only levels strictly inside the gap, indeed varies from 0 to 4. In the limit of large $\delta$ the film has no level between $-3.26$ and $0.16$ eV, in agreement with (\ref{lower}) and (\ref{upper}).

\subsection{Raising the wrong hybrid}

If one hybrid of an interior bond is raised as well, its partner is orphaned. With all shifts at 1000 eV, the (111) film then has one gap state at every wavevector of the mesh. The cure works because it acts on hybrids that have no partner.

\subsection{A gap closer to that of silicon}

The gap of real silicon is indirect and roughly $1.1$ eV. The direct gap of $3.07$ eV found here is far from it, so neither the gap nor $\delta_c$ should be used as a silicon value. A second excited $s$ orbital, called $s^*$, can repair the conduction band. With other round parameters ($E_s=-4.2$, $E_p=1.7$, $V_{ss}=-2.1$, $V_{sp}=2.5$, $V_\sigma=2.7$, $V_\pi=-0.7$, $V_{s^*p}=2.3$ eV), an $s^*$ energy of $6.25$ eV was solved for to give an indirect gap of $1.1$ eV. The bare (111) film of 16 atoms then has one or two gap states at each wavevector. With $\delta=20$ eV on the $sp^3$ dangling hybrids it has none on the mesh, and the smallest film gap there is $1.21$ eV; between the mesh points it falls to $1.20$ eV. The excess over the bulk gap shrinks with thickness: taken along the projection of the bulk minimum, the film gap is $1.13$ eV for 32 atoms and $1.11$ eV for 48. This result is numerical: the $s^*$ orbitals lie outside the bond basis, so (\ref{upper}) does not cover them.

Real surfaces also relax and reconstruct, and charge moves between their atoms. In the first model, back-bond hoppings stronger by 10\% shift the mean dangling level by only $-0.002$ eV, but this is a cancellation: the lower end of the dangling levels moves by $-0.07$ eV and the upper end by $0.13$ eV. A rough spin--orbit splitting of $0.04$ eV would raise the bulk valence edge by $0.013$ eV. Reconstruction can change the number of dangling hybrids; neither it nor charge transfer is sized here.

\subsection{How many electrons to keep}

The neutral bare film has $4\times16=64$ electrons per surface cell. The $N_b=31$ levels below the gap hold $62$, so two electrons are left for the two dangling bands, which can hold four. Once $\delta$ exceeds $\delta_c$ those bands have left the gap, and the film is insulating with $2N_b=62$ electrons. A device calculation that kept 64 would put two electrons per cell into the conduction band. The shift imitates the removal of the gap states by a saturating atom, but not the occupied bonding level that such an atom would add. The numerical output below gives the values to more digits.

\section*{Computed values}
\begin{verbatim}
lattice constant 5.43 angstrom
E_s -7.2, E_p 0.0 eV
V_ss -1.8, V_sp 2.5, V_pps 4.5, V_ppp -1.1 eV
hybrid energy -1.800 eV, bond coupling V2 5.990 eV
on-site hybrid coupling -1.800 eV
bulk valence edge B -3.0667 eV, conduction edge A 0.0000 eV
bulk gap 3.0667 eV = 0.11270 hartree
bonding block top -3.0667, antibonding bottom -0.0000 eV
(111) slab: 16 atoms, 22.73 angstrom
whole bonds Nb 31, dangling hybrids Nd 2, k points 144
bare gap states per k: min 2, max 2
dangling levels -2.0216 to -1.1284 eV
mean dangling level -1.7286 eV
dangling levels at zone centre -1.1975, -1.1284 eV
mean weight on dangling hybrids 0.698
same weight if spread evenly 0.031
threshold delta_c 7.7353 eV = 0.28427 hartree
smallest delta_c(k) 2.5916 eV
delta (eV) | level Nb max | level Nb+1 min (eV) | mean gap states
  0.0 |  -3.1492 |  -2.0216 | 2.000
  1.0 |  -3.1492 |  -1.2679 | 2.000
  2.0 |  -3.1492 |  -0.6340 | 2.000
  5.0 |  -3.1492 |  -0.0931 | 0.007
 10.0 |  -3.1492 |   0.0330 | 0.000
 20.0 |  -3.1492 |   0.0793 | 0.000
 50.0 |  -3.1492 |   0.1010 | 0.000
infinite delta: -3.1492 and 0.1132 eV
1/delta coefficient: formula 0.56874, measured 0.56975 eV^2
control, interior hybrid raised: gap states per k 1 to 1
(001) slab: Nb 30, Nd 4, 20.36 angstrom
(001) bare gap states per k: 0 to 4
(001) infinite delta: -3.2584 and 0.1586 eV
dangling band shift, 16 to 24 atoms 3.1e-02 eV
dangling band shift, 12x12 to 18x18 mesh 3.0e-06 eV
back-bond hopping +10%: mean level shift -0.0019 eV
spin-orbit splitting (rough input) 0.04 eV: valence edge rise 0.0133 eV
s* model: E_s -4.2, E_p 1.7, V_ss -2.1, V_sp 2.5 eV
s* model: V_pps 2.7, V_ppp -0.7, V_s*p 2.3 eV
s* energy solved 6.2502 eV for target gap 1.1 eV
s* bulk edges -0.0333, 1.0667 eV; gap 1.1000 eV
s* conduction minimum at k (2pi/a): 0.725, 0.000, 0.000
s* bare slab gap states per k: 1 to 2, mean 1.993
s* slab, delta 20 eV: gap 1.2091 eV, mean states in bulk gap 0.000
\end{verbatim}
